# Coating a conical hole from its narrow or its wide end

## Question

I am stuck on a conformality exercise in atomic layer deposition. A slender conical hole has one end twice as wide in radius as the other. It is coated through one end while the other end is closed, and the coating advances as a sharp front. I am asked to show that dosing through the narrow end needs about 2.54 times the exposure (pressure times time) needed through the wide end.

My argument gives a ratio of 1. The wall area to be coated is the same in both cases. The flow resistance of a tube doesn't depend on which way the gas goes, so that is the same too. Where does a factor of 2.54 come from, and is it a property of the shape alone?

## Answer

Your two statements are correct, but the gas does not have to cross the whole hole during the whole dose. It has to reach the front. The resistance that matters at each moment is that of the part already coated, and this partial resistance builds up differently from the two ends.

The number also depends on the kind of gas flow. It is 2.54 for free-molecular flow, in which molecules hit the wall far more often than each other. For a precursor dilute in a carrier gas at uniform pressure, with gas collisions dominating, the same hole gives 2, as shown below.

**Assumptions**

Let $a_n$ and $a_w=\rho a_n$ be the narrow and wide radii, $L\gg a_w$ the length, and $\Delta=a_w-a_n$. The radius $a(z)$ is linear in the distance $z$ from the open end, the mouth. I assume:

- Molecules leave the wall in random directions, by the cosine law.
- Bare wall takes up $K$ molecules per unit area, irreversibly; coated wall takes up none.
- The front is thin compared with $L$, and the gas behind it is in a steady state.
- The resistance of the mouth, the area of the closed end and the change of radius during one dose are negligible.

The gas density $n_0$ at the mouth, the temperature and $K$ are the same for both directions.

**Step 1: flow through a narrow tube**

Let $\phi(z)$ be the number of molecules leaving unit wall area per unit time. With mean molecular speed $\bar v$, it is related to the local density by $\phi=n\bar v/4$.

Take a point in a cross-section and a molecule crossing it at angle $\vartheta$ to the axis. If the distance back to the wall, projected on the cross-section, is $\ell$, the molecule started at $z-\ell\cot\vartheta$. The cosine law means that the flow per unit solid angle and per unit area normal to the ray is $\phi/\pi$ at the starting point. Over a few radii $\phi$ is nearly linear, so

$$Q=\frac1\pi\int dA\int d\alpha\int_0^\pi d\vartheta\,\sin\vartheta\cos\vartheta\,\left[\phi(z)-\phi'(z)\,\ell\cot\vartheta\right].$$

The first term vanishes because equal numbers cross in both directions. In the second, $\sin\vartheta\cos\vartheta\cot\vartheta=\cos^2\vartheta$, whose integral is $\pi/2$. Hence

$$Q=-\frac{\phi'}{2}\int dA\int_0^{2\pi}\ell\,d\alpha .$$

For a fixed direction $\alpha$, divide the circle into parallel chords at distance $b$ from the centre, each of length $c=2\sqrt{a^2-b^2}$. Along one chord $\ell$ runs from 0 to $c$, which contributes $c^2/2=2(a^2-b^2)$. Integrating over $b$ from $-a$ to $a$ gives $8a^3/3$, and the angle $\alpha$ gives a factor $2\pi$. Therefore

$$Q=-\frac{8\pi}{3}a^3\phi'=-\frac{2\pi}{3}\bar v\,a^3\frac{dn}{dz}.$$

This is Knudsen diffusion with $D=\tfrac23 a\bar v$ in a tube of area $\pi a^2$. Because the taper is slight over one radius, it holds locally in the cone. One power of $a$ in $a^3$ comes from $D$, the other two from the cross-section.

**Step 2: motion of the front**

Let the front be at $z=s$. Coated wall absorbs nothing, so $Q$ is the same at every $z<s$. The density falls from $n_0$ at the mouth to about zero at the front, where molecules are consumed. Dividing the flow law by $a^3$ and integrating gives

$$Q\int_0^s\frac{dz}{a^3}=\frac{2\pi}{3}\bar v\,n_0 .$$

In a time $dt$ the front coats a ring of area $2\pi a(s)\,ds$, which takes up $2\pi a(s)K\,ds$ molecules. Setting this equal to $Q\,dt$ and inserting $Q$,

$$n_0\,dt=\frac{3K}{\bar v}\,a(s)\left[\int_0^s\frac{dz}{a^3}\right]ds .$$

With pressure $p=n_0kT$, the exposure $E=pt$ needed to coat the whole wall is

$$E=\frac{3KkT}{\bar v}\int_0^L a(s)\left[\int_0^s\frac{dz}{a(z)^3}\right]ds .$$

The inner integral is the resistance already behind the front; the outer one weights it by the wall area still to be supplied through it. Reversing the hole changes this pairing.

**Step 3: the two directions**

*From the wide end*, $a=a_w-\Delta z/L$, so $dz=-(L/\Delta)\,da$. The inner integral is

$$\int_0^s\frac{dz}{a^3}=\frac L\Delta\int_{a}^{a_w}\frac{da'}{a'^3}=\frac{L}{2\Delta}\left(\frac1{a^2}-\frac1{a_w^2}\right),$$

where $a$ is now the radius at the front. Multiplying by $a$ and integrating over the front position,

$$\frac{L^2}{2\Delta^2}\int_{a_n}^{a_w}\left(\frac1a-\frac a{a_w^2}\right)da=\frac{L^2}{\Delta^2}\left[\frac{\ln\rho}{2}-\frac{1-\rho^{-2}}{4}\right].$$

*From the narrow end*, $a=a_n+\Delta z/L$ and $dz=(L/\Delta)\,da$. The inner integral is $\frac{L}{2\Delta}\left(a_n^{-2}-a^{-2}\right)$, and the outer one becomes

$$\frac{L^2}{2\Delta^2}\int_{a_n}^{a_w}\left(\frac a{a_n^2}-\frac1a\right)da=\frac{L^2}{\Delta^2}\left[\frac{\rho^2-1}{4}-\frac{\ln\rho}{2}\right].$$

Both results have the form

$$E=\frac{3KkT}{\bar v}\left(\frac L\Delta\right)^2 f,$$

$$f_{\rm wide}=\frac{2\ln\rho-1+\rho^{-2}}4,\qquad f_{\rm narrow}=\frac{\rho^2-1-2\ln\rho}4 .$$

The common prefactor cancels in the ratio:

$$\frac{E_{\rm narrow}}{E_{\rm wide}}=\frac{\rho^2-1-2\ln\rho}{2\ln\rho-1+\rho^{-2}} .$$

For $\rho=2$ this is

$$\frac{3-2\ln2}{2\ln2-\tfrac34}=\frac{0.40343}{0.15907}=2.54 .$$

Within this model the ratio depends on $\rho$ alone, not on length, gas, temperature or uptake.

**Where the symmetry went**

The total resistance is indeed the same from both ends, but it is concentrated near the narrow one. In units of $a_n$, the resistance from the narrow end up to radius $a$ is proportional to $1-a^{-2}$, which reaches $3/4$ at $a=2$. Half of that is reached when $a^{-2}=5/8$, or $a=1.265$. Thus half the resistance lies in the first 26.5 % of the length. The wall area there is the fraction $(a^2-1)/(4-1)=0.6/3$, or 20 %.

From the narrow mouth, the other 80 % of the wall must be fed through this stretch. From the wide mouth, the front enters it only after 80 % of the wall is coated. At the exposure that finishes the job from the wide end, a front started at the narrow end has travelled 60.8 % of the length.

**Limits and a second case**

For a slight taper, put $x=2\ln\rho$. The ratio is then $(e^x-1-x)/(e^{-x}-1+x)$. Expanding to third order in $x$ and dividing by $x^2/2$,

$$\frac{E_{\rm narrow}}{E_{\rm wide}}\simeq\frac{1+x/3}{1-x/3}\simeq1+\frac{2x}{3}=1+\frac43\ln\rho .$$

It tends to 1 for a cylinder, as it must. At $\rho=1.02$ the double integral gives 1.02676 and this first-order law gives 1.02640.

Now suppose the precursor is dilute in a carrier gas at uniform pressure, and gas collisions make $D$ constant. The flow is $Q=-\pi a^2D\,dn/dz$, so $a^{-3}$ in the inner integral is replaced by $a^{-2}$. Apart from common factors, the two exposures are

$$\text{wide:}\quad\int_{a_n}^{a_w}a\left(\frac1a-\frac1{a_w}\right)da=\Delta-\frac{a_w^2-a_n^2}{2a_w}=\frac{\Delta^2}{2a_w},$$

$$\text{narrow:}\quad\int_{a_n}^{a_w}a\left(\frac1{a_n}-\frac1a\right)da=\frac{a_w^2-a_n^2}{2a_n}-\Delta=\frac{\Delta^2}{2a_n}.$$

Their ratio is $\rho$, which is 2 here. The asymmetry is weaker because the resistance is less concentrated at the narrow end.

**A test without the diffusion law**

The cone can also be treated by following straight flights between rings of wall, with the mouth and the closed end included. Let every molecule that hits a bare site stick, and call the coating finished when the last ring of wall is half covered. The exposure ratio is then 2.604 for $L=80a_n$ and 2.554 for $L=160a_n$. Extrapolated linearly in $1/L$ to an infinitely slender hole, it is 2.504, which is 1.3 % below the formula. This is close enough to exclude the value 2.

The separate exposures agree less closely. Their extrapolated values are 4.4 % (wide) and 5.6 % (narrow) below the formulas. About half of this is numerical. A converged time integration raises the separate exposures by about 2 to 3 % and changes their ratio by less than 1 %. Extrapolating also to zero ring width leaves them 2.0 % (wide) and 2.9 % (narrow) below the formulas, with a limiting ratio of 2.51. The cause of this remainder is not established here. The converged test therefore supports the separate exposures to about 3 % and their ratio to about 1 %. The $a^3$ law itself was tested in steady flow: the resistance added on going from $L=80a_n$ to $160a_n$ agrees with it within the 4 % allowed for ring width and end effects. The much closer match in the output should not be read as the accuracy of the test, because errors of opposite sign can cancel.

**Worked example: alumina in a membrane pore**

Consider the trimethylaluminium dose of an alumina process at 473 K, in a conical membrane pore sealed on one side. Take radii of 50 and 100 nm and a length of 8 µm. Rough typical inputs are $K=4$ molecules/nm² and a precursor pressure of 0.1 Torr. The molecular mass is 72.1 u, so $\bar v=\sqrt{8kT/\pi m}=372.7$ m/s.

Here $L/\Delta=8000/50=160$, and the prefactor is

$$\frac{3KkT}{\bar v}\left(\frac L\Delta\right)^2=0.0404\ \text{Torr s}.$$

The exposures are therefore

$$E_{\rm wide}=0.0404\times0.159=0.0064\ \text{Torr s}\quad(0.86\ \text{Pa s}),$$

$$E_{\rm narrow}=0.0404\times0.403=0.0163\ \text{Torr s}\quad(2.2\ \text{Pa s}).$$

At 0.1 Torr these correspond to about 64 and 163 ms. They are times at full pressure at the pore mouth; the filling time of a reactor comes on top.

**How well the assumptions hold here**

*Flow regime.* At a total pressure of 1 Torr and with a collision diameter of 0.5 nm, the mean free path is 44 µm, about 220 times the wide diameter. Free-molecular flow is a good description.

*Steady gas.* At the wide end, the gas held in the pore at full precursor pressure is about $3\times10^{-5}$ of what the wall takes up, so filling the pore with gas costs almost nothing.

*Sharp front.* This is the weaker assumption within a single dose. If a molecule sticks to bare wall with probability $\beta$, diffusion into the uncoated region obeys

$$\frac23a\bar v\,\pi a^2n''=\beta\,\frac{n\bar v}{4}\,2\pi a\quad\Rightarrow\quad n''=\frac{3\beta}{4a^2}\,n .$$

The density decays over a length $a\sqrt{4/(3\beta)}$. For the rough value $\beta=0.01$ this is about $11.5a$, or 7 % of the pore length at the narrow end and 14 % at the wide end. The straight-flight calculation with this $\beta$ and fine time steps gives the exposures below. The numerical output uses coarser steps, which make its exposures 1 to 6 % too low and its ratios 3 to 4 % too high. The finite ring width leaves the tabulated exposures about 1 % low but does not change the ratios to within 0.01.

| Coverage at far end | Wide (Torr s) | Narrow (Torr s) | Ratio |
|---|---|---|---|
| 50 % | 0.0058 | 0.014 | 2.44 |
| 95 % | 0.0072 | 0.018 | 2.45 |

The blurred front reaches the far end early but finishes late. To see the effect of $\beta$ alone, compare with the same calculation for $\beta=1$. The exposures for 50 % coverage are about 9 % (wide) and 13 % (narrow) lower, and those for 95 % coverage are about 8.5 % and 2.5 % higher. The ratio falls by about 5 %.

*Mouth and closed end.* The straight-flight calculation with $\beta=1$ and fine time steps includes both. It gives 0.0064 and 0.0163 Torr s for 50 % coverage at the far end, within about 1 % of the formulas, and 0.0067 and 0.0173 Torr s for 95 %, about 4 % and 6 % above them.

*Constant radius.* This holds for one dose but not for a long deposition. At 0.1 nm per cycle, 100 cycles leave 10 nm of film and radii of 40 and 90 nm. Now $\rho=2.25$, while $\Delta$ is unchanged. With $K$ held fixed, the exposures needed in a cycle at that stage are 0.0083 and 0.0246 Torr s, and their ratio has risen to 2.98. A dose set for the first cycle would then be too short, by a wider margin from the narrow end.

**What a real pore may change**

The absolute exposures are proportional to $K$ and, at fixed $\rho$ and $L$, to $1/a_n^2$, so they are no better known than those inputs. A real pore need not be a straight cone; the double integral in Step 2 then applies with the measured $a(z)$. If the far side of the membrane is open to the precursor, fronts enter from both ends and the comparison no longer applies. By-products that block sites and slow secondary reactions are left out, and I have not estimated their effect. The remaining computed values are in the numerical output below.

## Values computed for the example and the checks

```
f_wide, radius ratio 2: 0.15907
f_narrow, radius ratio 2: 0.40343
exposure ratio narrow/wide: 2.5361
ratio if gas collisions dominate: 2.0000
ratio at radius ratio 1.02: 1.02676
slight-taper law at 1.02: 1.02640
half of resistance: first 26.5 % of length at narrow end
wall area in that stretch: 20.0 %
narrow-end front depth when wide-end coating ends: 60.8 % of L
Ballistic test (lengths in narrow radii, unit sticking)
resistance increment, ballistic/Knudsen: 0.9998
exposure ballistic/formula, wide end, L=80, 160, limit: 0.997, 0.977, 0.956
exposure ballistic/formula, narrow end, L=80, 160, limit: 1.024, 0.984, 0.944
ballistic exposure ratio, L=80, 160, limit: 2.604, 2.554, 2.504
Example inputs (rough typical values)
narrow radius, wide radius: 50, 100 nm
length: 8 um
temperature: 473 K
molecular mass: 72.1 u
uptake K: 4.0 molecules/nm2
precursor pressure, total pressure: 0.1, 1.0 Torr
bare-wall sticking probability: 0.01
collision diameter: 0.5 nm
growth per cycle: 0.1 nm
Example results
mean speed: 372.7 m/s
prefactor (3 K kT/v)(L/(a_w-a_n))^2: 0.04037 Torr s
exposure from wide end: 0.00642 Torr s = 0.856 Pa s
exposure from narrow end: 0.01629 Torr s = 2.172 Pa s
dose time wide, narrow: 64.2, 162.9 ms
Neglected effects for the example
sticking 1, far end 50 % covered: wide 0.00627, narrow 0.01602 Torr s, ratio 2.554
sticking 1, far end 95 % covered: wide 0.00660, narrow 0.01721 Torr s, ratio 2.606
sticking 0.01, far end 50 % covered: wide 0.00561, narrow 0.01407 Torr s, ratio 2.509
sticking 0.01, far end 95 % covered: wide 0.00681, narrow 0.01731 Torr s, ratio 2.542
mean free path: 44.1 um
mean free path / wide diameter: 220
stored gas / wall uptake at wide end: 2.55e-05
after 100 cycles: film 10 nm, radius ratio 2.250
after 100 cycles: wide 0.00827, narrow 0.02464 Torr s, ratio 2.979
```
